# The Mermin free energy of a hybrid functional with smeared occupations, part 1

(Sections cited here and not found follow in the second part.)

Atomic units with $k_B=1$ are used in the algebra, so $T$ is an energy. Numbers are in eV and Å, and, apart from the convergence shifts quoted in Parts 7 and 9, they come from the numerical check.

## 1. One orbital, two spin states

Take a single spatial orbital with $\hat H=\epsilon(\hat n_\uparrow+\hat n_\downarrow)+U\hat n_\uparrow\hat n_\downarrow$ and $U>0$. Suppose the two spin states are occupied independently, with probabilities $f_\uparrow$ and $f_\downarrow$. The four Fock states then have probabilities $(1-f_\uparrow)(1-f_\downarrow)$, $f_\uparrow(1-f_\downarrow)$, $(1-f_\uparrow)f_\downarrow$ and $f_\uparrow f_\downarrow$. The interaction acts only in the last, so its mean is $Uf_\uparrow f_\downarrow$, and expanding a square gives

$$Uf_\uparrow f_\downarrow=\tfrac12U(f_\uparrow+f_\downarrow)^2-\tfrac12U(f_\uparrow^2+f_\downarrow^2).$$

The first term is the Hartree energy. The second is exchange: it is bilinear in the occupations, couples equal spins only, and here consists of nothing but the terms $f_\sigma^2$ that remove the Hartree self-interaction. The logarithm of a product probability is a sum, so the entropy $-\sum p\ln p$ over the four states is $s(f_\uparrow)+s(f_\downarrow)$ with

$$s(f)=-f\ln f-(1-f)\ln(1-f),\qquad s'(f)=\ln\frac{1-f}{f},\qquad s''(f)=-\frac{1}{f(1-f)}. \tag{1}$$

Multiply exchange by a fraction $\alpha$, as a hybrid does, and leave out the semilocal part for now:

$$\Omega=(\epsilon-\mu)(f_\uparrow+f_\downarrow)+\tfrac12U(f_\uparrow+f_\downarrow)^2-\tfrac{\alpha}{2}U(f_\uparrow^2+f_\downarrow^2)-T[s(f_\uparrow)+s(f_\downarrow)].$$

Setting $\partial\Omega/\partial f_\sigma=0$ gives $\varepsilon_\sigma-\mu=T\ln[(1-f_\sigma)/f_\sigma]$ with $\varepsilon_\sigma=\epsilon+U(f_\uparrow+f_\downarrow)-\alpha Uf_\sigma$. Exponentiating, $1/f_\sigma-1=e^{(\varepsilon_\sigma-\mu)/T}$, which is Fermi-Dirac filling of a level whose position depends on its own occupation.

Fix the mean number at one, $f_{\uparrow,\downarrow}=\tfrac12\pm m$. Since $f_\uparrow+f_\downarrow=1$, the two logarithms are equal and opposite, so $\mu$ lies midway between the levels and $\varepsilon_\uparrow-\mu=-\alpha Um$. With $1/(1+e^{-y})=\tfrac12+\tfrac12\tanh(y/2)$ the condition is $m=\tfrac12\tanh(\alpha Um/2T)$. The root $m=0$ always exists. The right side is concave for $m>0$ with initial slope $\alpha U/4T$, so two further roots $\pm m$ exist exactly when $\alpha U>4T$. Around $m=0$ exchange contributes $-\alpha Um^2$ to the free energy and, by (1), the entropy term contributes $2\cdot\tfrac12\cdot4T\,m^2$, in total $(4T-\alpha U)m^2$. For $\alpha U>4T$ the unpolarized Fermi-Dirac solution is therefore a maximum along $m$. The exact ensemble of $\hat H$ gives the two singly occupied states equal weight and has $m=0$ at all $T$, so the polarized roots belong to the mean-field treatment.

## 2. The origin of the bilinear form

Work in a finite orthonormal basis of spin-orbitals, with

$$\hat H=\sum_{pq}h_{pq}c_p^\dagger c_q+\tfrac12\sum_{pqrs}(pq|rs)\,c_p^\dagger c_r^\dagger c_sc_q,$$

where $(pq|rs)=\iint\phi_p^*(x)\phi_q(x)\,w\,\phi_r^*(x')\phi_s(x')\,dx\,dx'$, $x=(\mathbf r,\sigma)$ and $w=1/|\mathbf r-\mathbf r'|$.

*Gibbs inequality.* For any density operator $\rho$ define $\Omega[\rho]=\mathrm{Tr}\,\rho(\hat H-\mu\hat N+T\ln\rho)$. The equilibrium state is $\rho_{eq}=e^{-(\hat H-\mu\hat N)/T}/Z$ with $\Omega_{exact}=-T\ln Z$. Taking its logarithm gives $\hat H-\mu\hat N=\Omega_{exact}-T\ln\rho_{eq}$, so $\Omega[\rho]-\Omega_{exact}=T\,\mathrm{Tr}\,\rho(\ln\rho-\ln\rho_{eq})$. Let $\rho$ have eigenpairs $p_a,|a\rangle$ and $\rho_{eq}$ have $q_b,|b\rangle$. Because $\sum_b|\langle a|b\rangle|^2=1$, the trace is $\sum_{ab}|\langle a|b\rangle|^2p_a\ln(p_a/q_b)$. The inequality $\ln y\ge1-1/y$ gives $p_a\ln(p_a/q_b)\ge p_a-q_b$, and $\sum_{ab}|\langle a|b\rangle|^2(p_a-q_b)=1-1=0$. Hence $\Omega[\rho]\ge\Omega_{exact}$.

*Independent-particle trial states.* Take $\rho_0\propto\exp(\sum_{pq}A_{pq}c_p^\dagger c_q)$ with $A$ Hermitian. Let $A$ have eigenvectors $|i\rangle$, eigenvalues $a_i$ and mode operators $d_i$, $\hat n_i=d_i^\dagger d_i$. Then $\rho_0=\prod_ie^{a_i\hat n_i}/(1+e^{a_i})$, so each mode is occupied independently with probability $f_i=e^{a_i}/(1+e^{a_i})$, which lies strictly between 0 and 1. As in Part 1 the entropy is additive, $S=\sum_is(f_i)$. Since $\rho_0$ is diagonal in the occupation numbers, $\langle d_i^\dagger d_j\rangle=f_i\delta_{ij}$, and the one-body density matrix $\gamma_{qp}=\langle c_p^\dagger c_q\rangle$ is

$$\gamma=\sum_if_i|i\rangle\langle i|. \tag{2}$$

Every Hermitian $\gamma$ with spectrum in $(0,1)$ arises from exactly one $A$, namely $A=\ln[\gamma/(1-\gamma)]$.

The average $\langle d_i^\dagger d_j^\dagger d_ld_k\rangle$ vanishes unless the operator returns each Fock state to itself, which needs $\{k,l\}=\{i,j\}$, and it vanishes for $i=j$ because $(d_i^\dagger)^2=0$. For $i\ne j$, the choice $k=i,l=j$ gives $d_i^\dagger\hat n_jd_i=\hat n_i\hat n_j$ with mean $f_if_j$ by independence. The choice $l=i,k=j$ differs by one exchange of annihilators and gives $-f_if_j$. All cases are contained in $f_if_j(\delta_{ik}\delta_{jl}-\delta_{il}\delta_{jk})$, which also yields zero at $i=j$. Inserting this into $\tfrac12\sum(ik|jl)\langle d_i^\dagger d_j^\dagger d_ld_k\rangle$,

$$\langle\hat W\rangle=\tfrac12\sum_{ij}f_if_j(ii|jj)-\tfrac12\sum_{ij}f_if_jK_{ij},\qquad K_{ij}=(ij|ji). \tag{3}$$

The sums are unrestricted because the $i=j$ terms, $\tfrac12f_i^2(ii|ii)$ in each, cancel. Only in the unrestricted form is the first sum the Hartree energy of the density $n$, and only then is the second fixed by $\gamma$ even when occupations coincide and the orbitals are not unique:

$$E_x[\gamma]=-\tfrac12\sum_{ij}f_if_jK_{ij}=-\tfrac12\iint\gamma(x,x')\gamma(x',x)\,w\,dx\,dx', \tag{4}$$

as follows from inserting $\gamma(x,x')=\sum_if_i\psi_i(x)\psi_i^*(x')$ twice. For orbitals of definite spin, $K_{ij}=0$ between opposite spins, since $\psi_i^*(x)\psi_j(x)$ then vanishes for each $\sigma$.

The program tests this on four orbitals with random Hermitian integrals. For three random $A$, $\Omega[\rho_0]$ from the 16-dimensional Fock-space trace equals the value built from (1) and (3) within $10^{-11}$ eV. At $T=1.0$ eV and $\mu=0.2$ eV the minimum reached by numerical descent from $A=0$ is $-5.94023$ eV, which lies $0.04743$ eV above the exact $-5.98766$ eV.

## 3. The hybrid functional

A global hybrid keeps a fraction $\alpha$ of (4) and adds a semilocal energy $E_{sl}=(1-\alpha)E_x^{sl}+E_c^{sl}=\int e(n_\sigma,\nabla n_\sigma)\,d^3r$, with $n_\sigma(\mathbf r)=\gamma(x,x)$. PBE0 has $\alpha=1/4$ with PBE exchange and correlation. The Mermin functional is

$$\Omega[\gamma]=E[\gamma]-T\,\mathrm{Tr}\,s(\gamma)-\mu\,\mathrm{Tr}\,\gamma,\qquad E=\mathrm{Tr}\,h\gamma+E_H+E_{sl}+\alpha E_x, \tag{5}$$

where $\mathrm{Tr}\,s(\gamma)=\sum_is(f_i)=S$. The free energy is $F=E-TS=\Omega+\mu N$. Stationarity of $F$ at fixed mean number $N=\mathrm{Tr}\,\gamma$ is stationarity of $\Omega$ with $\mu$ as the Lagrange multiplier.

For $\alpha=1$ and $E_{sl}=0$, (5) equals $\Omega[\rho_0]$ and is an upper bound on $\Omega_{exact}$. For $\alpha<1$ it is no longer $\Omega[\rho_0]$, because $E$ is not the average of $\hat H$ in $\rho_0$ given by (3); Part 2 gives no inequality for it, and (5) is a definition: it borrows the exchange form and the entropy of the independent-particle ensemble and uses a zero-temperature $E_{sl}$. The $i=j$ terms then cancel only in part, leaving $\tfrac12(1-\alpha)f_i^2(ii|ii)$ for $E_x^{sl}$ to offset approximately.

The first variation of $E$ is taken term by term. The one-body term gives $\mathrm{Tr}\,h\,\delta\gamma$. The Hartree energy $\tfrac12\iint n\,n'\,w$ is a symmetric quadratic form, so its two variations are equal and give $\int v_H\,\delta n$ with $v_H=\int n(\mathbf r')\,w\,d^3r'$. The semilocal term gives $\sum_\sigma\int[\partial_{n_\sigma}e\,\delta n_\sigma+\partial_{\nabla n_\sigma}e\cdot\nabla\delta n_\sigma]$, and integration by parts, with no surface term for a bound or periodic system, turns this into $\sum_\sigma\int v_{sl,\sigma}\,\delta n_\sigma$ with $v_{sl,\sigma}=\partial_{n_\sigma}e-\nabla\cdot\partial_{\nabla n_\sigma}e$. In (4) the two variations become equal on swapping $x\leftrightarrow x'$, so $\delta E_x=-\iint\gamma(x,x')\,w\,\delta\gamma(x',x)=-\mathrm{Tr}\,K\delta\gamma$, where $K[\gamma]$ has the Hermitian kernel $\gamma(x,x')/|\mathbf r-\mathbf r'|$. A local potential obeys $\int v\,\delta\gamma(x,x)\,dx=\mathrm{Tr}\,v\,\delta\gamma$, and therefore

$$\delta E=\mathrm{Tr}\,H\,\delta\gamma,\qquad H[\gamma]=h+v_H+v_{sl}-\alpha K[\gamma]. \tag{6}$$

## 4. Varying occupations and orbitals separately

*Occupations.* With the orbitals frozen, $\delta\gamma=\delta f_i|i\rangle\langle i|$, and (6) gives Janak's relation at any $\gamma$, stationary or not:

$$\frac{\partial E}{\partial f_i}=H_{ii}=\langle i|h+v_H+v_{sl}|i\rangle-\alpha\sum_jf_jK_{ij}. \tag{7}$$

Differentiating (4) directly confirms the factor. For $j\neq i$ the product $f_if_j$ appears twice and $K_{ij}=K_{ji}$, which cancels the $\tfrac12$. For $j=i$ the derivative of $f_i^2$ supplies the 2. The term $j=i$ thus stays in the sum. With (1), $\partial\Omega/\partial f_i=0$ reads

$$H_{ii}-\mu=T\ln\frac{1-f_i}{f_i}. \tag{8}$$

The ends $f_i=0,1$ cannot be minima at $T>0$ when $H_{ii}$ stays finite, because $-Ts'(f)\to-\infty$ as $f\to0$ and $\to+\infty$ as $f\to1$, so moving inward lowers $\Omega$.

*Orbitals.* Rotate one pair, $|i\rangle\to\cos\theta|i\rangle+\sin\theta|j\rangle$ and $|j\rangle\to\cos\theta|j\rangle-\sin\theta|i\rangle$, which preserves orthonormality and leaves $S$ and $N$ unchanged. To first order $|i\rangle\langle i|$ gains $\theta X$ and $|j\rangle\langle j|$ gains $-\theta X$, with $X=|j\rangle\langle i|+|i\rangle\langle j|$. Then $\delta\gamma=\theta(f_i-f_j)X$ and $\mathrm{Tr}\,HX=H_{ij}+H_{ji}$, so

$$\frac{dE}{d\theta}=2(f_i-f_j)\,\mathrm{Re}\,H_{ij}. \tag{9}$$

Repeating the rotation with $|j\rangle$ replaced by $i|j\rangle$ replaces $H_{ij}$ by $iH_{ij}$, whose real part is $-\mathrm{Im}\,H_{ij}$. Stationarity under both requires $(f_i-f_j)H_{ij}=0$.

*What is missing.* For $f_i\ne f_j$ this gives $H_{ij}=0$. For $f_i=f_j$ it gives nothing, since the rotation leaves $\gamma$ unchanged and never probes the direction $X$. Two noninteracting levels show that the gap is real. Let $h=t\sigma_x$, $\mu=0$, $\gamma=\tfrac12\mathbb 1$. Condition (8) holds because $H_{11}=H_{22}=0=T\ln1$, and (9) vanishes because $f_1=f_2$. Along $\gamma=\tfrac12\mathbb 1+\tau\sigma_x$ the eigenvalues are $\tfrac12\pm\tau$, the entropy has no linear term since $s'(\tfrac12)=0$, and the energy is $\mathrm{Tr}\,t\sigma_x\tau\sigma_x=2t\tau$. The slope is $2t\neq0$; for $t=0.3$ eV the program's finite difference gives $0.6000$ eV. The point satisfies (8) and (9) in this basis and is not stationary.

## 5. The stationarity theorem

The gap closes when $\gamma$ itself is varied over all Hermitian $\delta\gamma$, which is allowed because a small enough change keeps the spectrum inside $(0,1)$. The entropy depends on the eigenvalues only. First-order perturbation theory gives $\delta f_i=\langle i|\delta\gamma|i\rangle$, provided that inside each block of equal $f$ the basis is chosen to diagonalize $\delta\gamma$. Then $\delta S=\sum_is'(f_i)\langle i|\delta\gamma|i\rangle=\mathrm{Tr}\,s'(\gamma)\,\delta\gamma$, and the trace form does not depend on that choice because $s'(\gamma)$ is a multiple of the identity within a block. Combining with (6),

$$\delta\Omega=\mathrm{Tr}\,G\,\delta\gamma,\qquad G=H[\gamma]-\mu-T\ln\frac{1-\gamma}{\gamma}.$$

$G$ is Hermitian, so $\delta\gamma=\tau G$ is an allowed direction, along which $\delta\Omega=\tau\sum_{pq}|G_{pq}|^2$. Hence $\Omega$ is stationary if and only if

$$H[\gamma]-\mu=T\ln\frac{1-\gamma}{\gamma}. \tag{10}$$

Apply (10) to any eigenvector $|i\rangle$ of $\gamma$. The right side returns $T\ln[(1-f_i)/f_i]\,|i\rangle$, so $|i\rangle$ is an eigenvector of $H$, and solving for $f_i$ as in Part 1 gives

$$H\psi_i=\varepsilon_i\psi_i,\qquad f_i=\frac{1}{1+e^{(\varepsilon_i-\mu)/T}}. \tag{11}$$

Conversely, if (11) holds for a complete orthonormal set and $\gamma$ is built from it by (2), both sides of (10) act alike on every $|i\rangle$ and (10) holds. Written out for orbitals of spin $\sigma$ in an external potential,

$$\Big[-\tfrac12\nabla^2+v_{ext}+v_H+v_{sl,\sigma}\Big]\psi_i(\mathbf r)-\alpha\sum_{j\in\sigma}f_j\,\psi_j(\mathbf r)\int\frac{\psi_j^*(\mathbf r')\psi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'=\varepsilon_i\psi_i(\mathbf r).$$

Each partner $j$ enters with one power of $f_j$, and the same operator acts on full, partly filled and nearly empty states. Because the Fermi function is strictly monotonic, equal occupations imply equal eigenvalues at a stationary point.

The two ingredients play separate roles. The Fermi-Dirac shape comes from $s'$ alone: for another entropy function $\tilde s$ the same steps give $\varepsilon_i-\mu=T\tilde s'(f_i)$, which has a different shape unless $\tilde s=\lambda s+cf+d$ with $\lambda>0$ (the linear term only shifts $\mu$ by $Tc$, and $\lambda$ replaces $T$ by $\lambda T$), and $\tilde s$ is not the entropy of $\rho_0$. The derivation also needs only that $E$ be a differentiable functional of $\gamma$, and any such functional is filled according to the eigenvalues of its own $\delta E/\delta\gamma$. What bilinearity fixes is that the exchange part of this derivative is the Fock term $-\alpha K[\gamma]$ of (6), linear in $\gamma$. With $\sqrt{f_if_j}$ in place of $f_if_j$ in (4), the exchange part of (7) would be $-\alpha(2\sqrt{f_i})^{-1}\sum_j\sqrt{f_j}K_{ij}$, which is not a diagonal element of $-\alpha K[\gamma]$.

The program tests (10) without solving (11). It minimizes $\Omega$ numerically over the 16 real parameters of $A$ in the four-orbital model and then compares $-TA$ with $H[\gamma]-\mu$. For $\alpha=1$, with $\Omega$ taken from the Fock-space trace, the largest element of the difference is $1.1\times10^{-7}$ eV. For $\alpha=0.25$, with a local term $-(1-\alpha)\sum_p\gamma_{pp}^{4/3}$ in eV standing in for $E_{sl}$, the minimum reached from $A=0$ is $-5.04463$ eV and the difference is $2.2\times10^{-8}$ eV.

## 6. Consequences of stationarity

*Temperature derivative.* Follow a stationary solution at fixed $N$. Since $E_{sl}$ has no explicit $T$, $dF/dT=\mathrm{Tr}[(H-Ts'(\gamma))\,d\gamma/dT]-S$. By (10) the inner bracket is $\mu\mathbb 1$, and $\mathrm{Tr}\,d\gamma/dT=dN/dT=0$, so

$$dF/dT=-S. \tag{12}$$

*Energy from eigenvalues.* From (11), $\sum_if_i\varepsilon_i=\mathrm{Tr}\,H\gamma$. The quadratic terms appear doubled, $\mathrm{Tr}\,v_H\gamma=2E_H$ and $-\alpha\mathrm{Tr}\,K\gamma=2\alpha E_x$. Subtracting the excess from (5),

$$E=\sum_if_i\varepsilon_i-E_H-\alpha E_x+E_{sl}-\mathrm{Tr}\,v_{sl}\gamma. \tag{13}$$

*Small changes of the functional.* If $F$ is changed by $\lambda W[\gamma]$ and the stationary solution varies smoothly with $\lambda$, which excludes critical points such as $\alpha U=4T$ in Part 1, the argument that gave (12) shows that the stationary value at fixed $N$ moves by $\lambda W[\gamma_0]+O(\lambda^2)$, with $\gamma_0$ the unperturbed solution.

*Stability.* The second-order part of $\alpha E_x$ is $-\tfrac{\alpha}{2}\iint|\delta\gamma(x,x')|^2w\le0$ for the Coulomb interaction, while an occupation change costs $+\tfrac12T\,\delta f^2/[f(1-f)]\ge2T\,\delta f^2$ through the entropy. The two compete, so (11) can describe a saddle and can have several solutions.

Stationarity of the Mermin functional under all variations of $\gamma$ has been shown to be equivalent to Fermi-Dirac filling of the eigenstates of $H[\gamma]$, although such a solution can be a saddle. What remains is to check the identities on the arsenic atom, treat the singular exchange term in crystals, and examine mesh convergence and an explicit saddle in jellium.

Numbers in the example were calculated in double precision.
